# Electron reflection at a fourfold change of effective mass: a program that tests the result

```python
"""Reflection of an electron at an abrupt change of effective mass.

Result under test: with equal band edges, normal incidence and continuity of
psi and psi'/m, a fourfold mass ratio gives R = 1/9 and T = 8/9.
Symbols: E energy above the edge of side 1 (eV), m1 and m2 masses in units of
the free electron mass, U edge of side 2 minus edge of side 1 (eV),
theta angle of incidence, r and t amplitudes, R and T probabilities.
Lengths are in nm and times in fs.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity
from scipy.sparse.linalg import splu

HBAR = const.hbar / const.e * 1e15                          # eV fs
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18      # eV nm^2
E, m1, m2 = 0.10, 0.05, 0.20


def wave_numbers(E, m1, m2, U=0.0, theta=0.0):
    """Normal wave numbers on both sides and the conserved parallel one."""
    k_in = np.sqrt(m1 * E / KIN)
    k_par = k_in * np.sin(theta)
    k_2 = np.sqrt(complex(m2 * (E - U) / KIN - k_par**2))
    return k_in * np.cos(theta), k_2, k_par


def r_formula(E, m1, m2, U=0.0, theta=0.0):
    k_1, k_2, _ = wave_numbers(E, m1, m2, U, theta)
    return (k_1 / m1 - k_2 / m2) / (k_1 / m1 + k_2 / m2)


def r_ramp(E, m1, m2, U=0.0, theta=0.0, width=1e-5):
    """Integrate the wave equation through a smooth ramp, right to left."""
    k_1, k_2, k_par = wave_numbers(E, m1, m2, U, theta)

    def rhs(z, y):
        s = min(max(z / width + 0.5, 0.0), 1.0)
        s = s * s * (3 - 2 * s)
        mass = m1 * (m2 / m1)**s
        return [mass * y[1],
                -((E - U * s) / KIN - k_par**2 / mass) * y[0]]

    start = np.array([1.0, 1j * k_2 / m2], dtype=complex)
    sol = solve_ivp(rhs, (width / 2, -width / 2), start,
                    rtol=1e-9, atol=1e-11)
    psi, flux = sol.y[:, -1]
    slope = m1 * flux / (1j * k_1)
    return (psi - slope) / (psi + slope)


def match(a1, a2):
    """Solve 1 + r = t together with a1 (1 - r) = a2 t."""
    return np.linalg.solve([[1.0, -1.0], [a1, a2]], [-1.0, a1])


def packet_reflection():
    """Probability left of the interface after a packet has struck it."""
    dx, dt, steps = 0.1, 0.1, 2200
    x = np.arange(-2500, 1501) * dx
    half = (np.arange(-2501, 1501) + 0.5) * dx
    inv_m = np.where(half < 0, 1 / m1, 1 / m2)
    c = KIN / dx**2
    H = diags([-c * inv_m[1:-1], c * (inv_m[:-1] + inv_m[1:]),
               -c * inv_m[1:-1]], [-1, 0, 1], format="csc")
    one = identity(len(x), format="csc")
    forward = (one - 0.5j * dt / HBAR * H).tocsr()
    solver = splu((one + 0.5j * dt / HBAR * H).tocsc())
    k_1 = np.sqrt(m1 * E / KIN)
    psi = np.exp(-(x + 80)**2 / (4 * 15.0**2) + 1j * k_1 * x)
    psi /= np.linalg.norm(psi)
    for _ in range(steps):
        psi = solver.solve(forward @ psi)
    prob = abs(psi)**2
    assert abs(prob.sum() - 1) < 1e-8
    return prob[x < -dx / 2].sum() + 0.5 * prob[abs(x) < dx / 2].sum()


# Main result: matching, thin-ramp integration and wave packet
k1, k2 = np.sqrt(m1 * E / KIN), np.sqrt(m2 * E / KIN)
v1, v2 = 2 * KIN * k1 / (m1 * HBAR), 2 * KIN * k2 / (m2 * HBAR)
r, t = match(v1, v2)
R, T = r**2, v2 / v1 * t**2
assert abs(R - 1 / 9) < 1e-12 and abs(R + T - 1) < 1e-12
for energy in (0.02, 0.10, 0.50):
    assert abs(r_ramp(energy, m1, m2) - 1 / 3) < 1e-4
    assert abs(r_ramp(energy, m2, m1) + 1 / 3) < 1e-4
R_packet = packet_reflection()
assert abs(R_packet - 1 / 9) < 1e-3       # grid and packet-tail error

# Wrong rule (continuous psi'): same R, but current is lost
r_bad, t_bad = match(k1, k2)
total_bad = r_bad**2 + v2 / v1 * t_bad**2
assert abs(r_bad**2 - R) < 1e-12 and abs(total_bad - 1) > 0.5

# Which mass ratios give one ninth
s = sp.symbols("s", positive=True)
ratios = sorted(q**2 for q in sp.solve(9 * (s - 1)**2 - (s + 1)**2, s))
assert ratios == [sp.Rational(1, 4), sp.Integer(4)]

# Offset, angle and absorption formulas against direct integration
tau2 = 50e-4 * m2 * const.m_e / const.e * 1e15
absorb = -1j * HBAR / (2 * tau2)
for U, angle in ((0.05, 0), (-0.05, 0), (-3 * E, 0), (0.15, 0),
                 (0, 0.7), (0, np.arctan(2)), (absorb, 0)):
    assert abs(r_ramp(E, m1, m2, U, angle)
               - r_formula(E, m1, m2, U, angle)) < 1e-4
assert abs(r_ramp(E, m1, m2, -3 * E)) < 1e-4
assert abs(r_ramp(E, m1, m2, 0, np.arctan(2))) < 1e-4
assert abs(abs(r_ramp(E, m1, m2, 0.15)) - 1) < 1e-4
critical = np.arcsin(np.sqrt(m1 / m2))
assert abs(abs(r_ramp(E, m2, m1, 0, critical + 0.1)) - 1) < 1e-4
assert abs(r_ramp(E, m2, m1, 0, critical - 0.1)) < 0.99


def flux_average(ma, mb, top):
    """Transmission averaged over an isotropic incident flux."""
    return quad(lambda a: (1 - abs(r_formula(E, ma, mb, 0, a))**2)
                * np.sin(2 * a), 0, top, limit=200)[0]


T_light = flux_average(m1, m2, np.pi / 2)
T_heavy = flux_average(m2, m1, critical)
assert abs(m1 * T_light - m2 * T_heavy) < 1e-6     # equal opposite flows
for energy in (0.02, 0.50):                        # no energy dependence
    for angle in (0.3, 1.2):
        assert abs(r_ramp(energy, m1, m2, 0, angle)
                   - r_ramp(E, m1, m2, 0, angle)) < 1e-4

# Graded interface
R_1nm = abs(r_ramp(E, m1, m2, width=1.0))**2
R_5nm = abs(r_ramp(E, m1, m2, width=5.0))**2
assert R_5nm < R_1nm < R

# Nonparabolic bands: two-band matrix against the energy-dependent mass
gap1, gap2 = 0.75, 3.0


def two_band_ratio(mass, gap):
    P = np.sqrt(gap * KIN / mass)

    def bands(k):
        return np.linalg.eigh([[0.0, P * k], [P * k, -gap]])

    k = brentq(lambda q: bands(q)[0][1] - E, 1e-6, 5.0, xtol=1e-13)
    vec = bands(k)[1][:, 1]
    return P * vec[1] / vec[0]


r_np, _ = match(two_band_ratio(m1, gap1), two_band_ratio(m2, gap2))
m1E, m2E = m1 * (1 + E / gap1), m2 * (1 + E / gap2)
assert abs(r_np - r_formula(E, m1E, m2E)) < 1e-8

# Scattering and degeneracy on the heavy side
path2 = v2 * tau2
R_abs = abs(r_formula(E, m1, m2, absorb))**2
n2 = 1e19
fermi = KIN / m2 * (3 * np.pi**2 * n2 * 1e-21)**(2 / 3)
n1 = (m1 * fermi / KIN)**1.5 / (3 * np.pi**2) * 1e21
kT = const.k * 300 / const.e
occupation = 1 / (1 + np.exp((E - fermi) / kT))


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Energy above common edge", E, "eV", ".2f")
show("Mass, side 1", m1, "m0", ".2f")
show("Mass, side 2", m2, "m0", ".2f")
show("Wave number k1", k1, "1/nm")
show("Wave number k2", k2, "1/nm")
show("Wavelength, side 1", 2 * np.pi / k1, "nm", ".2f")
show("Wavelength, side 2", 2 * np.pi / k2, "nm", ".2f")
show("Velocity v1", v1, "nm/fs")
show("Velocity v2", v2, "nm/fs")
show("Amplitude r, light to heavy", r)
show("Amplitude t, light to heavy", t)
show("Density ratio t^2", t**2)
show("Reflection probability R", R)
show("Transmission probability T", T)
show("r from thin-ramp integration", r_ramp(E, m1, m2).real)
show("r from thin ramp, heavy to light", r_ramp(E, m2, m1).real)
show("R from wave packet", R_packet)
show("Wrong rule (psi' continuous): r", r_bad)
show("Wrong rule: R", r_bad**2)
show("Wrong rule: R + T", total_bad)
print("Mass ratios m2/m1 giving R = 1/9:", ratios[0], "and", ratios[1])
show("R with offset U = +0.05 eV", abs(r_formula(E, m1, m2, 0.05))**2)
show("R with offset U = -0.05 eV", abs(r_formula(E, m1, m2, -0.05))**2)
show("Offset U for zero reflection", -3 * E, "eV", ".2f")
show("Zero-reflection angle, light side",
     np.degrees(np.arctan(2)), "degrees", ".2f")
show("Critical angle, heavy side", np.degrees(critical), "degrees", ".2f")
show("Flux-averaged R, from light side", 1 - T_light)
show("Flux-averaged R, from heavy side", 1 - T_heavy)
show("R with 1 nm mass ramp", R_1nm)
show("R with 5 nm mass ramp", R_5nm)
show("Gap used, side 1", gap1, "eV", ".2f")
show("Gap used, side 2", gap2, "eV", ".2f")
show("Nonparabolic mass at E, side 1", m1E, "m0")
show("Nonparabolic mass at E, side 2", m2E, "m0")
show("R with nonparabolic bands", r_np**2)
show("Lifetime, side 2 (mobility 50 cm2/Vs)", tau2, "fs", ".2f")
show("Mean free path, side 2", path2, "nm", ".2f")
show("Absorbing potential hbar/(2 tau)", abs(absorb), "eV")
show("R with absorption on side 2", R_abs)
show("Electron density, side 2", n2, "cm^-3", ".2e")
show("Fermi energy, side 2", fermi, "eV")
show("Density on side 1 at same Fermi energy", n1, "cm^-3", ".2e")
show("Thermal energy at 300 K", kT, "eV")
show("Occupation at E, side 2, 300 K", occupation, "", ".2f")
print("tests ok")
```

Output:

```
Energy above common edge: 0.10 eV
Mass, side 1: 0.05 m0
Mass, side 2: 0.20 m0
Wave number k1: 0.3623 1/nm
Wave number k2: 0.7245 1/nm
Wavelength, side 1: 17.34 nm
Wavelength, side 2: 8.67 nm
Velocity v1: 0.8388 nm/fs
Velocity v2: 0.4194 nm/fs
Amplitude r, light to heavy: 0.3333
Amplitude t, light to heavy: 1.3333
Density ratio t^2: 1.7778
Reflection probability R: 0.1111
Transmission probability T: 0.8889
r from thin-ramp integration: 0.3333
r from thin ramp, heavy to light: -0.3333
R from wave packet: 0.1113
Wrong rule (psi' continuous): r: -0.3333
Wrong rule: R: 0.1111
Wrong rule: R + T: 0.3333
Mass ratios m2/m1 giving R = 1/9: 1/4 and 4
R with offset U = +0.05 eV: 0.2281
R with offset U = -0.05 eV: 0.0578
Offset U for zero reflection: -0.30 eV
Zero-reflection angle, light side: 63.43 degrees
Critical angle, heavy side: 30.00 degrees
Flux-averaged R, from light side: 0.0619
Flux-averaged R, from heavy side: 0.7655
R with 1 nm mass ramp: 0.1058
R with 5 nm mass ramp: 0.0276
Gap used, side 1: 0.75 eV
Gap used, side 2: 3.00 eV
Nonparabolic mass at E, side 1: 0.0567 m0
Nonparabolic mass at E, side 2: 0.2067 m0
R with nonparabolic bands: 0.0978
Lifetime, side 2 (mobility 50 cm2/Vs): 5.69 fs
Mean free path, side 2: 2.38 nm
Absorbing potential hbar/(2 tau): 0.0579 eV
R with absorption on side 2: 0.1077
Electron density, side 2: 1.00e+19 cm^-3
Fermi energy, side 2: 0.0846 eV
Density on side 1 at same Fermi energy: 1.25e+18 cm^-3
Thermal energy at 300 K: 0.0259 eV
Occupation at E, side 2, 300 K: 0.36
tests ok
```
